**Fast-tumbling EPR linewidths and their inversion**

The program tests the width R_m = a + bm + cm² of hyperfine line m, where b is proportional to the contraction G:T of the traceless Zeeman and hyperfine tensors, and c to T:T. The symbol τ is the rank-2 rotational correlation time, and ω0 is the mean electron Larmor frequency. The program asserts that the formula agrees with a numerically averaged Redfield double commutator for nuclear spins 1/2, 1 and 3/2, including tensors with different principal axes. It also asserts that the line pattern is symmetric without g anisotropy and is mirrored when the g anisotropy changes sign. A random-jump model, solved without the Redfield approximation, supplies a nitroxide-type spectrum with an input τ of 50 ps. Reading one width and three heights from that spectrum returns 50.3 ps from b and 49.9 ps from c; each is asserted to lie within 4% of the input. The difference between the jump-model b and the formula falls from 0.52% to 0.035% at tenfold field with G unchanged. At τ = 2 ns the largest width error of the formula rises to about 7% of the jump-model width, against 0.5% at 50 ps.

## Verification by program

```python
"""
Result under test: the fast-tumbling EPR width (half width at half height,
1/T2, in 1/s) of hyperfine line m is a + b*m + c*m**2, where
  a = GG*(2*tau/15 + j1/10) + TT*I*(I+1)*(tau/20 + 7*j1/60)
  b = GT*(4*tau/15 + j1/5)
  c = TT*(tau/12 - j1/60),      j1 = tau/(1 + (omega0*tau)**2).
G = mu_B*B0*g'/hbar and T are the traceless Zeeman and hyperfine tensors in
rad/s; GG, GT, TT are their full contractions; tau is the rank-2 rotational
correlation time; omega0 is the mean electron Larmor frequency.
Independent roads: (1) the Redfield double commutator averaged numerically over
orientations; (2) a random-jump model, solved to all orders in the couplings,
in which every orientation is replaced by a random one at the rate 1/tau.
"""
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.spatial.transform import Rotation

MU_B = constants.physical_constants["Bohr magneton"][0]
HBAR = constants.hbar
MHZ = 2 * np.pi * 1e6                       # rad/s per MHz


def contract(p, q):
    return float(np.sum(p * q))


def traceless(p):
    return p - np.trace(p) / 3 * np.eye(3)


def width_coefficients(gg, gt, tt, spin, omega0, tau):
    j1 = tau / (1 + (omega0 * tau) ** 2)
    a = (gg * (2 * tau / 15 + j1 / 10)
         + tt * spin * (spin + 1) * (tau / 20 + 7 * j1 / 60))
    b = gt * (4 * tau / 15 + j1 / 5)
    c = tt * (tau / 12 - j1 / 60)
    return a, b, c


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


def product_spins(spin):
    s, i = spin_matrices(0.5), spin_matrices(spin)
    n = i.shape[1]
    return (np.array([np.kron(x, np.eye(n)) for x in s]),
            np.array([np.kron(np.eye(2), x) for x in i]))


def orientations(n_alpha, n_gamma=8, n_beta=6):
    """Rotation matrices and weights of a quadrature over all orientations."""
    x, w = np.polynomial.legendre.leggauss(n_beta)
    alpha = 2 * np.pi * np.arange(n_alpha) / n_alpha
    gamma = 2 * np.pi * np.arange(n_gamma) / n_gamma
    al, be, ga = np.meshgrid(alpha, np.arccos(x), gamma, indexing="ij")
    weight = np.broadcast_to(w[None, :, None], al.shape).ravel()
    angles = np.column_stack([al.ravel(), be.ravel(), ga.ravel()])
    return Rotation.from_euler("ZYZ", angles).as_matrix(), weight / weight.sum()


def to_lab(rot, p):
    return rot @ p @ rot.transpose(0, 2, 1)


def coupling(zeeman_lab, hyperfine_lab, s, i):
    """Zeeman term for a field along z plus hyperfine term, per orientation."""
    s_i = np.einsum("iab,jbc->ijac", s, i)
    return (np.einsum("ni,iab->nab", zeeman_lab[:, :, 2], s)
            + np.einsum("nij,ijac->nac", hyperfine_lab, s_i))


# ---- rotational averages and the diffusion eigenvalue --------------------
rng = np.random.default_rng(5)


def random_tensor():
    p = rng.normal(size=(3, 3))
    return traceless(p + p.T)


p_test, q_test = random_tensor(), random_tensor()
rot_all, w_all = orientations(8)
average = np.einsum("n,nij,nkl->ijkl", w_all, to_lab(rot_all, p_test),
                    to_lab(rot_all, q_test))
d = np.eye(3)
isotropic = contract(p_test, q_test) / 10 * (
    np.einsum("ik,jl->ijkl", d, d) + np.einsum("il,jk->ijkl", d, d)
    - 2 / 3 * np.einsum("ij,kl->ijkl", d, d))
assert np.allclose(average, isotropic, atol=1e-11)

step = 1e-3
laplacian = np.zeros((3, 3))
for axis in np.eye(3):
    for sign in (1, -1):
        r = Rotation.from_rotvec(sign * step * axis).as_matrix()
        laplacian += (r @ p_test @ r.T - p_test) / step ** 2
diffusion_eigenvalue = -contract(laplacian, p_test) / contract(p_test, p_test)
assert np.allclose(laplacian, -6 * p_test, atol=1e-4)


# ---- Redfield widths from the double commutator --------------------------
def redfield_widths(spin, omega0, tau, g_rate, t_rate):
    s, i = product_spins(spin)
    h1 = coupling(to_lab(rot_all, g_rate), to_lab(rot_all, t_rate), s, i)
    energy = omega0 * np.diag(s[2]).real
    gap = energy[:, None] - energy[None, :]
    h1_memory = h1 * tau / (1 + 1j * gap * tau)
    n = int(round(2 * spin + 1))
    widths = []
    for k in range(n):
        x = np.zeros((2 * n, 2 * n))
        x[k, n + k] = 1
        inner = h1_memory @ x - x @ h1_memory
        outer = h1 @ inner - inner @ h1
        widths.append(np.sum(w_all * outer[:, k, n + k]).real)
    return np.array(widths)


for spin in (0.5, 1.0, 1.5):                # spin 3/2 has four lines
    m_values = np.arange(spin, -spin - 1, -1)
    for omega_test, tau_test in ((1.3, 0.7), (4.0, 1.1), (0.2, 0.4)):
        gt_pair = random_tensor(), random_tensor()     # axes not shared
        a, b, c = width_coefficients(
            contract(gt_pair[0], gt_pair[0]), contract(*gt_pair),
            contract(gt_pair[1], gt_pair[1]), spin, omega_test, tau_test)
        direct = redfield_widths(spin, omega_test, tau_test, *gt_pair)
        assert np.allclose(direct, a + b * m_values + c * m_values ** 2,
                           rtol=1e-9, atol=1e-10)
        # no g anisotropy: symmetric pattern; reversed g': mirrored pattern
        no_g = redfield_widths(spin, omega_test, tau_test,
                               0 * gt_pair[0], gt_pair[1])
        mirrored = redfield_widths(spin, omega_test, tau_test,
                                   -gt_pair[0], gt_pair[1])
        assert np.allclose(no_g, no_g[::-1], rtol=1e-9)
        assert np.allclose(mirrored, direct[::-1], rtol=1e-9)


# ---- random-jump model, all orders in the couplings ----------------------
class JumpModel:
    """Nuclear spin 1; averaged resolvent of the jumping radical."""

    def __init__(self, g, hyperfine, field, nuclear, tau, n_alpha=1,
                 all_coherences=False):
        s, i = product_spins(1.0)
        rot, w = orientations(n_alpha)
        h = coupling(to_lab(rot, MU_B * field / HBAR * g),
                     to_lab(rot, hyperfine), s, i) - nuclear * i[2]
        energy, u = np.linalg.eigh(h)
        total_m = np.diag(s[2] + i[2]).real
        pairs = [(p, q) for p in range(6) for q in range(6)
                 if all_coherences or abs(total_m[p] - total_m[q] - 1) < 1e-9]
        self.order = np.array([total_m[p] - total_m[q] for p, q in pairs])
        p, q = np.array(pairs).T
        v = u[:, p, :, None] * u[:, q, None, :].conj()
        self.v = v.transpose(1, 0, 2, 3).reshape(len(pairs), -1)
        self.freq = (energy[:, :, None] - energy[:, None, :]).ravel()
        self.weight = np.repeat(w, 36)
        self.tau = tau
        self.omega0 = MU_B * field * np.trace(g) / 3 / HBAR
        self.a_iso = np.trace(hyperfine) / 3
        self.detect = np.array([float(y == x + 3) for x, y in pairs])

    def static_average(self, s):
        factor = self.weight / (s + 1 / self.tau + 1j * self.freq)
        return (self.v * factor) @ self.v.conj().T

    def widths(self):
        result = []
        for m in (1, 0, -1):
            target = 1j * (self.omega0 + self.a_iso * m)
            s = -target
            for _ in range(60):
                effective = (np.linalg.inv(self.static_average(s))
                             - (s + 1 / self.tau) * np.eye(len(self.order)))
                values = np.linalg.eigvals(effective)
                s_new = -values[np.argmin(abs(values - target))]
                change, s = abs(s_new - s), s_new
                if change < 1.0:            # 1/s, far below the widths
                    break
            assert change < 1.0
            result.append(-s.real)
        return np.array(result)

    def absorption(self, omega, residual):
        s = -1j * omega + residual
        inverse = np.linalg.inv(self.static_average(s))
        inverse -= np.eye(len(self.order)) / self.tau
        return (self.detect @ np.linalg.solve(inverse, self.detect)).real


g_tensor = np.diag([2.010, 2.006, 2.002])
a_mhz = np.diag([20.0, 20.0, 95.0])
a_tensor = a_mhz * MHZ
field, tau_in, residual = 0.34, 50e-12, 5.0e6
nuclear = 1.0 * MHZ                         # round nuclear Zeeman frequency
g_iso = np.trace(g_tensor) / 3
gamma = g_iso * MU_B / HBAR
omega0 = gamma * field
g_rate = MU_B * field / HBAR * traceless(g_tensor)
t_rate = traceless(a_tensor)
gg, gt, tt = (contract(g_rate, g_rate), contract(g_rate, t_rate),
              contract(t_rate, t_rate))
m_lines = np.array([1, 0, -1])


def formula_widths(omega, tau):
    a, b, c = width_coefficients(gg, gt, tt, 1.0, omega, tau)
    return a + b * m_lines + c * m_lines ** 2


def split(widths):
    plus, zero, minus = widths
    return zero, (plus - minus) / 2, (plus + minus) / 2 - zero


model = JumpModel(g_tensor, a_tensor, field, nuclear, tau_in)
exact = model.widths()
a_f, b_f, c_f = width_coefficients(gg, gt, tt, 1.0, omega0, tau_in)
a_e, b_e, c_e = split(exact)
# neglected terms are of relative order a_iso/omega0, enhanced by TT/|GT|
assert abs(b_e / b_f - 1) < 0.04 and abs(c_e / c_f - 1) < 0.04
assert abs(a_e / a_f - 1) < 0.04

# the orientation average conserves the total coherence order
full = JumpModel(g_tensor, a_tensor, field, nuclear, tau_in, 8, True)
s_probe = -1j * omega0
k_full = full.static_average(s_probe)
inside = abs(full.order - 1) < 1e-9
assert abs(k_full[np.ix_(inside, ~inside)]).max() < 1e-10 * abs(k_full).max()
assert np.allclose(k_full[np.ix_(inside, inside)],
                   model.static_average(s_probe), rtol=1e-8,
                   atol=1e-10 * abs(k_full).max())

# ten times the field with a tenth of g': same G, ten times smaller a_iso/omega0
g_small = g_iso * np.eye(3) + traceless(g_tensor) / 10
high = JumpModel(g_small, a_tensor, 10 * field, nuclear, tau_in).widths()
b_high = split(high)[1]
b_high_f = split(formula_widths(10 * omega0, tau_in))[1]
assert abs(b_high / b_high_f - 1) < 0.005

# slow tumbling: the second-order theory must get worse
tau_slow = 2e-9
slow = JumpModel(g_tensor, a_tensor, field, nuclear, tau_slow).widths()
slow_f = formula_widths(omega0, tau_slow)
error_fast = np.max(abs(formula_widths(omega0, tau_in) / exact - 1))
error_slow = np.max(abs(slow_f / slow - 1))
assert error_slow > error_fast


# ---- derivative spectrum, reading and inversion --------------------------
heights, separations = [], []
for m in m_lines:
    offset = np.linspace(-2.5e7, 2.5e7, 301)
    centre = omega0 + model.a_iso * m
    signal = np.array([model.absorption(centre + x, residual) for x in offset])
    fine = np.linspace(offset[0], offset[-1], 40001)
    slope = CubicSpline(offset / 1e7, signal / signal.max())(fine / 1e7, 1)
    slope = slope * signal.max()
    heights.append(slope.max() - slope.min())
    separations.append(abs(fine[slope.argmax()] - fine[slope.argmin()]))
heights = np.array(heights)
rate_centre = np.sqrt(3) / 2 * separations[1]
rates = rate_centre * np.sqrt(heights[1] / heights)
# Lorentzian reading rules against the poles of the same model
assert np.allclose(rates, exact + residual, rtol=3e-3)
assert np.allclose(np.sqrt(3) / 2 * np.array(separations), exact + residual,
                   rtol=3e-3)
a_read, b_read, c_read = split(rates)


def positive_root(coefficients):
    roots = np.roots(coefficients)
    real = roots[(abs(roots.imag) < 1e-9 * abs(roots).max()) & (roots.real > 0)]
    assert len(real) == 1
    return real[0].real


def tau_from_b(b):
    y = omega0 * b / gt
    return positive_root([4, -15 * y, 7, -15 * y]) / omega0


def tau_from_c(c):
    z = omega0 * c / tt
    return positive_root([5, -60 * z, 4, -60 * z]) / omega0


for tau in np.geomspace(1e-13, 1e-9, 60):
    _, b, c = width_coefficients(gg, gt, tt, 1.0, omega0, tau)
    assert abs(tau_from_b(b) / tau - 1) < 1e-8
    assert abs(tau_from_c(c) / tau - 1) < 1e-8
tau_b, tau_c = tau_from_b(b_read), tau_from_c(c_read)
assert abs(tau_b / tau_in - 1) < 0.04 and abs(tau_c / tau_in - 1) < 0.04
tau_b_secular = 15 * b_read / (4 * gt)
tau_c_secular = 12 * c_read / tt
to_mt = 2 / np.sqrt(3) / gamma * 1e3        # rate in 1/s to p-p width in mT


def show(label, values, unit, digits=4):
    text = ", ".join(f"{v:.{digits}f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


show("g principal values", np.diag(g_tensor), "", 3)
show("A principal values", np.diag(a_mhz), "MHz", 1)
show("field B0", field, "T", 2)
show("input correlation time", tau_in * 1e12, "ps", 1)
show("residual rate", residual / 1e6, "10^6 s^-1", 2)
show("nuclear Zeeman frequency", nuclear / MHZ, "MHz", 1)
show("diffusion eigenvalue", diffusion_eigenvalue, "", 4)
show("omega0/2pi", omega0 / MHZ, "MHz", 1)
show("A0/2pi", model.a_iso / MHZ, "MHz", 1)
show("A0/omega0", model.a_iso / omega0, "", 5)
show("omega0*tau", omega0 * tau_in, "", 4)
show("j1/tau", 1 / (1 + (omega0 * tau_in) ** 2), "", 4)
show("G/2pi principal values", np.diag(g_rate) / MHZ, "MHz", 3)
show("T/2pi principal values", np.diag(t_rate) / MHZ, "MHz", 3)
show("largest |T|*tau", np.abs(t_rate).max() * tau_in, "", 4)
show("G:G, G:T, T:T", np.array([gg, gt, tt]) / 1e16, "10^16 s^-2")
show("formula a,b,c without residual", np.array([a_f, b_f, c_f]) / 1e6,
     "10^6 s^-1")
show("jump-model a,b,c without residual", np.array([a_e, b_e, c_e]) / 1e6,
     "10^6 s^-1")
show("formula widths m=+1,0,-1", formula_widths(omega0, tau_in) / 1e6,
     "10^6 s^-1")
show("jump-model widths m=+1,0,-1", exact / 1e6, "10^6 s^-1")
show("b jump/formula - 1", 100 * (b_e / b_f - 1), "%", 3)
show("same at tenfold field, same G", 100 * (b_high / b_high_f - 1), "%", 3)
show("largest width error at input tau", 100 * error_fast, "%", 2)
show("slow test correlation time", tau_slow * 1e9, "ns", 1)
show("largest width error at slow tau", 100 * error_slow, "%", 2)
show("read central p-p width", rate_centre * to_mt, "mT", 5)
show("read heights h(m)/h(0), m=+1,0,-1", heights / heights[1], "", 5)
show("rates from heights m=+1,0,-1", rates / 1e6, "10^6 s^-1")
show("read a,b,c", np.array([a_read, b_read, c_read]) / 1e6, "10^6 s^-1")
show("read a,b,c as p-p widths", np.array([a_read, b_read, c_read]) * to_mt,
     "mT", 5)
show("y = omega0*b/(G:T)", omega0 * b_read / gt, "", 5)
show("z = omega0*c/(T:T)", omega0 * c_read / tt, "", 5)
show("tau from b", tau_b * 1e12, "ps", 2)
show("tau from c", tau_c * 1e12, "ps", 2)
show("tau from b, j1 omitted", tau_b_secular * 1e12, "ps", 2)
show("tau from c, j1 omitted", tau_c_secular * 1e12, "ps", 2)
print("checks complete")
```

Running it gives:

```
g principal values: 2.010, 2.006, 2.002
A principal values: 20.0, 20.0, 95.0 MHz
field B0: 0.34 T
input correlation time: 50.0 ps
residual rate: 5.00 10^6 s^-1
nuclear Zeeman frequency: 1.0 MHz
diffusion eigenvalue: 6.0000
omega0/2pi: 9546.0 MHz
A0/2pi: 45.0 MHz
A0/omega0: 0.00471
omega0*tau: 2.9990
j1/tau: 0.1001
G/2pi principal values: 19.035, 0.000, -19.035 MHz
T/2pi principal values: -25.000, -25.000, 50.000 MHz
largest |T|*tau: 0.0157
G:G, G:T, T:T: 2.8608, -5.6360, 14.8044 10^16 s^-2
formula a,b,c without residual: 1.1181, -0.8079, 0.6045 10^6 s^-1
jump-model a,b,c without residual: 1.1194, -0.8121, 0.6032 10^6 s^-1
formula widths m=+1,0,-1: 0.9147, 1.1181, 2.5304 10^6 s^-1
jump-model widths m=+1,0,-1: 0.9106, 1.1194, 2.5347 10^6 s^-1
b jump/formula - 1: 0.521 %
same at tenfold field, same G: 0.035 %
largest width error at input tau: 0.46 %
slow test correlation time: 2.0 ns
largest width error at slow tau: 7.26 %
read central p-p width: 0.04006 mT
read heights h(m)/h(0), m=+1,0,-1: 1.07189, 1.00000, 0.65964
rates from heights m=+1,0,-1: 5.9118, 6.1206, 7.5360 10^6 s^-1
read a,b,c: 6.1206, -0.8121, 0.6033 10^6 s^-1
read a,b,c as p-p widths: 0.04006, -0.00532, 0.00395 mT
y = omega0*b/(G:T): 0.86426
z = omega0*c/(T:T): 0.24442
tau from b: 50.30 ps
tau from c: 49.90 ps
tau from b, j1 omitted: 54.04 ps
tau from c, j1 omitted: 48.90 ps
checks complete
```
